How acceleration narrows the angular spread of an ion beam

To calculate where implanted ions come to rest in a crystal, one must assign the beam an angular spread at the wafer. If the spread was measured before a final acceleration stage, there is a choice: carry the old value over, scale it with energy, or track the beam through the accelerating column. Scaling suffices when the beam has a waist of the same width before and after the column and the forces are nearly linear. The angle then falls as the inverse square root of the energy. If the width changes, the angle can rise while the energy goes up.

Let z run along the beam axis and x across it, and let a prime denote d/dz. The ions have mass m, charge q and a common total energy, and they move non-relativistically in static electric fields. On the axis their kinetic energy is T(z), their speed v and their momentum p = mv = √(2mT). Angles are small, so the slope of a path is

θ = x' = p_x/p.

The column is axisymmetric, and for now the charge of the beam itself is neglected. The electric potential then obeys Laplace's equation. Since the total energy is common to all ions, the kinetic energy T(r,z) available at radius r is a constant minus q times the potential, and it obeys the same equation:

(1/r) ∂(r ∂T/∂r)/∂r + ∂²T/∂z² = 0.

Near the axis put T(r,z) = T(z) + a r². The first term of the equation gives 4a and the second gives T'' to lowest order, so a = −T''/4. The force is the gradient of the kinetic energy, because an ion gains kinetic energy in the direction in which it is pushed. With r² = x² + y²,

F_x = ∂T/∂x = −T'' x/2.

An ion takes the time dz/v to advance by dz. The transverse equations are therefore

x' = p_x/p,
p_x' = F_x/v = −k x, with k(z) = T''/(2v).

The force is inward where the accelerating field is growing (T'' > 0) and outward where it is weakening. These equations are linear, do not mix x with y, and contain no force that depends on p_x, such as a drag. The argument below needs those three properties and not the particular form of k.

Consider two ions a and b. The vectors from the origin to their points in the (x, p_x) plane span a parallelogram of signed area

D = x_a p_b − x_b p_a,

where p_a and p_b are transverse momenta. Its rate of change is

D' = x_a' p_b + x_a p_b' − x_b' p_a − x_b p_a'
   = p_a p_b/p − k x_a x_b − p_a p_b/p + k x_a x_b
   = 0.

A linear map multiplies every area by the same factor, its determinant, and here that factor is 1. This is Liouville's theorem for one transverse plane. It can also be read from the flow, whose divergence vanishes:

∂(p_x/p)/∂x + ∂(−k x)/∂p_x = 0.

The acceleration enters when p_x is replaced by the angle. Differentiating θ = p_x/p gives

θ' = p_x'/p − p_x p'/p² = −(k/p) x − (p'/p) θ.

In the (x, θ) plane the divergence of the flow is −p'/p. An area A there obeys A' = −(p'/p)A, so (Ap)' = 0, and A shrinks as 1/p, that is, as 1/√T. Nothing has been lost from phase space. The same transverse momentum makes a smaller angle with a larger forward momentum.

A beam is a distribution of ions, so the conserved area has to be expressed through measurable widths. Let angle brackets denote averages over the ions, with x and p_x measured from their mean values. The means obey the same linear equations as the single ions, so the deviations do too. Define

A = ⟨x²⟩, B = ⟨x p_x⟩, C = ⟨p_x²⟩,

where A now stands for the mean square width. If no ions are lost, differentiation may be taken inside the averages:

A' = 2⟨x x'⟩ = 2B/p,
B' = ⟨x' p_x⟩ + ⟨x p_x'⟩ = C/p − kA,
C' = 2⟨p_x p_x'⟩ = −2kB.

The combination AC − B² then changes at the rate

(AC − B²)' = A'C + AC' − 2BB'
           = 2BC/p − 2kAB − 2BC/p + 2kAB
           = 0.

This holds for any k(z) and any initial distribution with finite second moments. The linearity of the force is essential: a cubic term would bring in ⟨x⁴⟩ and ⟨x³p_x⟩, and the three equations would no longer close.

Now let σ_x be the rms width, σ_θ the rms angle and c = ⟨xθ⟩. The rms emittance is

ε = √(σ_x² σ_θ² − c²).

No factor π is included, and the unit is mm mrad. Since p_x = pθ, we have B = pc and C = p²σ_θ², so AC − B² = p²ε². Hence pε is constant, and with p = √(2mT)

ε₂ √T₂ = ε₁ √T₁,

where the subscripts 1 and 2 denote field-free planes before and after the column.

The emittance is not yet an angular spread. In a converging or diverging beam, part of σ_θ comes from a systematic slope that varies with position. Subtract a straight line θ = bx and calculate what remains:

⟨(θ − bx)²⟩ = σ_θ² − 2bc + b²σ_x².

Setting the derivative with respect to b to zero gives −2c + 2bσ_x² = 0, so b = c/σ_x². Inserting this value,

σ_loc² = σ_θ² − c²/σ_x² = ε²/σ_x².

Thus σ_loc = ε/σ_x. In a Gaussian beam the remainder θ − bx is uncorrelated with x and jointly Gaussian with it, hence independent of it. Then σ_loc is the angular spread found at any one position x. For other distributions it is the rms deviation from the straight line, which can include a curved systematic slope as well as the spread at each position.

Dividing the emittance law by the two widths gives

σ_loc,2/σ_loc,1 = (σ_x,1/σ_x,2) √(T₁/T₂).

At equal widths this becomes

σ_loc,2/σ_loc,1 = √(T₁/T₂).

For the total rms angle, introduce the correlation coefficient r = c/(σ_x σ_θ), not to be confused with the radius. The definition of the emittance gives

σ_θ = ε/[σ_x √(1 − r²)].

The total angle therefore follows the same square-root law at equal widths if r² is also equal at the two planes. The simplest case is a waist at each plane, where r = 0.

At a waist the law has a simple energy reading. The mean transverse kinetic energy in the x direction is

⟨p_x²⟩/(2m) = p²σ_θ²/(2m) = Tσ_θ².

With the width restored, this energy returns to its old value, while the longitudinal energy has grown. If the beam is instead focused to a waist of half the former width, σ_θ doubles relative to the law and the transverse energy becomes four times as large. The lenses have then exchanged width for transverse momentum. In the opposite direction, a beam decelerated from T₁ to a lower T₂ at fixed width has a larger angular spread. The law cannot be continued to T₂ → 0, because small angles require the transverse energy to remain much less than T₂.

A uniform accelerating field shows what happens when no lens restores the width. Inside it T'' = 0, so p_x is constant, and each ion's angle falls as 1/√T. Let the energy rise linearly over a length L, with gradient G = (T₂ − T₁)/L. An ion that enters at angle θ₁ moves sideways by

Δx = θ₁ ∫ √(T₁/T) dz
   = (θ₁√T₁/G) ∫ T^(−1/2) dT
   = 2θ₁√T₁ (√T₂ − √T₁)/G.

Using T₂ − T₁ = (√T₂ − √T₁)(√T₂ + √T₁), this is

Δx = 2θ₁L/[1 + √(T₂/T₁)].

If the beam starts at a waist, x and θ₁ are uncorrelated and the width grows. The total angle still obeys the square-root law, since every p_x is unchanged, but now r is not zero. The local spread is smaller than √(T₁/T₂) times its first value by the further factor σ_x,1/σ_x,2.

A real gap has edges, and they act as lenses. At a short entrance edge T' rises from 0 to G while x and T₁ hardly change. Integrating the force equation across the edge gives Δp_x = −Gx/(2v₁). Dividing by p₁ and using p₁v₁ = 2T₁,

Δθ_in = −Gx/(4T₁).

At the exit edge T' falls back to zero, and the same steps give

Δθ_out = +Gx/(4T₂).

For equal x the inward kick is the larger, because the ions are slower at the entrance. The path between the edges usually changes x, but the comparison shows why an accelerating gap tends to focus. Each kick changes the angle at once and the width further downstream, and leaves pε alone.

For a worked example take singly charged boron of mass 11.009 u, accelerated from 40 keV to 200 keV. At the entrance there is a round waist with σ_x = 5.00 mm and σ_θ = 5.00 mrad in each plane. The emittances are

ε₁ = 5.00 mm × 5.00 mrad = 25.00 mm mrad,
√(T₁/T₂) = √(40/200) = 0.4472,
ε₂ = 0.4472 × 25.00 = 11.18 mm mrad.

At a second waist of 5.00 mm the rms angle is

σ_θ,2 = 11.18/5.00 = 2.236 mrad.

In degrees, the spread falls from 0.286° to 0.128°. The transverse energy is 40,000 eV × (0.00500)² = 1.00 eV before, and 200,000 eV × (0.002236)² = 1.00 eV after.

To see what a column with smooth edges does, the axial energy was given the profile

T(z) = T₁ + (T₂ − T₁)[1 + tanh(z/w)]/2, w = 50 mm,

and 4096 ions drawn from a Gaussian distribution were tracked over 600 mm centred on the gap. The radial dependence of the field was continued from the axis as a power series up to r¹², so the force was not restricted to its linear part. The equations of motion were integrated in z by a fourth-order Runge–Kutta method, with the longitudinal momentum taken from energy conservation.

At the end of this path the total rms angle is 9.97 mrad. It has nearly doubled, although the energy is five times higher. The reason lies in the width, which has shrunk to 1.125 mm. The emittance law gives 11.18/1.125 = 9.94 mrad for the local spread. The correlation coefficient is −0.074, so the beam is close to a waist, and the factor 1/√(1 − r²) adds about 0.3%. The large angle is therefore mainly spread at each position, and a lens at this plane could not remove it. The beam has to be widened again.

Two ideal thin lenses separated by a drift can do this. A thin lens changes θ by an amount proportional to x, and a drift of length d changes x by θd. Both maps have determinant 1 in the (x, θ) plane, and T is constant there, so ε₂ is preserved. Let the width at the first lens be σ_e. Choose that lens so that the systematic slope after it is s, meaning θ = sx + η, where η is uncorrelated with x and has rms value ε₂/σ_e. After the drift x has become (1 + sd)x + ηd, and the width is

σ_x² = σ_e²(1 + sd)² + (ε₂d/σ_e)².

This can be solved for s if the last term does not exceed the square of the desired width. With d = 0.20 m, ε₂d/σ_e = 11.18 × 0.20/1.125 = 1.99 mm, below the required 5.00 mm. The second lens then removes the correlation and makes a waist. Applied to the tracked ions, this procedure gives 2.237 mrad at 5.00 mm, against 2.236 mrad from the law.

The dependence on energy appears when the final energy is varied with the column shape, the entrance energy and the entrance beam held fixed. For this comparison the beam was made ten times smaller in width and angle, 0.50 mm and 0.50 mrad, so that the nonlinear part of the field matters less. After the width is restored, the tracked ratio of final to initial angle is 0.7071 at 80 keV, 0.4472 at 200 keV and 0.3162 at 400 keV. The values of √(T₁/T₂) are the same to these four digits, although the column focuses differently in each case.

Nonlinear forces limit the law, and phase-space conservation also tells us something about them. For a given total energy the longitudinal momentum is

p_z = √[2mT(r,z) − p_x² − p_y²].

Differentiating it gives ∂p_z/∂p_x = −p_x/p_z and ∂p_z/∂x = mF_x/p_z. The equations of motion in z are therefore

x' = −∂p_z/∂p_x, p_x' = ∂p_z/∂x,

and likewise for y. The mixed second derivatives cancel in the divergence, so the volume in (x, y, p_x, p_y) is conserved even when the external force is nonlinear. The density f of ions is then constant along each path, and so is the entropy S = −∫ f ln f, taken over this space.

Let g be the Gaussian with the same means and second moments as f. Since ln u ≤ u − 1, setting u = g/f and averaging over f gives ∫ f ln(g/f) ≤ 0. As ln g is quadratic, its average over f equals its average over g, and the inequality becomes S(f) ≤ S(g). The entropy of a Gaussian is a constant plus half the logarithm of the determinant of its second moments. A beam that starts Gaussian starts with equality, so this determinant cannot later fall below its first value. If the two planes stay equal and uncorrelated, the determinant is (pε)⁴. Nonlinear external fields can then raise pε, by bending the occupied region into a shape that second moments describe poorly, but cannot lower it. A beam that does not start Gaussian has no such guarantee.

In the example the nonlinear part of the column field matters little: the final emittance of the tracked sample is 0.038% above the law. Somewhat less than half of this excess arises because the tracked angle is p_x/p_z and not p_x/p. The rest, about 0.02%, is a real rise of pε caused by the nonlinear field, in the direction the entropy argument requires. It is present for an exactly Gaussian beam, and it varies between about 0.016% and 0.030% among samples of 4096 ions. The beam's own charge matters more. By Gauss's law, a long round beam of uniform density has a radial field proportional to r. That would add to k a term that does not depend on x, and leave the derivation intact for as long as the density stayed uniform. A Gaussian beam has a nonlinear field, because the density falls towards the edge.

To size this effect, the tracking was repeated with the radial field of a long beam, found from the current enclosed within each ion's radius. No neutralising electrons were allowed anywhere along the 600 mm, and the entrance beam was unchanged. With the column aberration included, the emittance excess is about 1% at 0.5 mA and 13% at 2.0 mA. At a restored waist of 5.00 mm, with no further growth in the lenses, these correspond to about 2.3 mrad and 2.5 mrad. Nearly all of this growth occurs before the centre of the gap, where the ions are slow: at 2.0 mA about 4% has built up 150 mm before the centre and about 12.5% at the centre. The figures therefore depend on how much of the low-energy path is left without neutralising electrons. The calculation omits longitudinal self-fields and charges induced on the electrodes.

The other corrections are smaller for these parameters. A source energy spread of 10 eV rms, added to the tracking without beam charge, changes the emittance by less than 10⁻⁴ %. For relativity, p is proportional to √[T(T + 2mc²)]. Expanding the ratio of the two momenta for T much less than mc² multiplies the angle ratio by 1 − (T₂ − T₁)/(4mc²), a change of −3.9 × 10⁻⁴ %.

Residual gas acts differently, since an ion that changes charge no longer feels the force assumed for the rest. At a pressure of 2 × 10⁻⁶ Torr and 300 K the ideal-gas density is 6.4 × 10¹⁰ cm⁻³. With an assumed rough charge-changing cross-section of 10⁻¹⁵ cm², the fraction affected over 60 cm is

6.4 × 10¹⁰ × 10⁻¹⁵ × 60 ≈ 0.004,

or about 0.4%. An ion neutralised before the gap misses the acceleration altogether. Such particles need separate treatment in energy and dose, and should not be folded into the angular law.

The energies, width, angle and currents are rough values for a medium-current implanter with acceleration after mass analysis; the smooth column and ideal lenses are simplifications. Of the effects estimated here, the largest is the nonlinear force of the beam's own charge when the current is high and electrons are swept out of the column. In this model that moves the final angle from 2.2 to about 2.5 mrad at 2.0 mA. Slits that remove ions also change the emittance, so the starting values must describe the beam that is transmitted. An axial magnetic field couples x to y, and the one-plane argument then has to be replaced by one for both planes together. If the beam is scanned, each point of the wafer receives ions from the full width of the beam in the scan direction. In that direction the spread is the total σ_θ and not σ_loc, and any variation of the mean direction across the wafer comes in addition. Moving the wafer through the beam has the same effect. A uniform dose over a wafer wider than the beam needs one or the other in both directions, and the total angle then applies in both planes.

For the range calculation, then, the rms angle to enter is 2.24 mrad in each transverse plane if the low-current beam arrives at a 5.00 mm waist. If it arrives at another width, the quantity to carry through the column is ε√T, and the local angle follows after division by √T₂ and by the width actually present at the wafer. In any direction in which the beam or the wafer is scanned, the angle needed is the total one, which is larger by the factor 1/√(1 − r²) if the beam is not at a waist.
